# Crystal momentum loss and the wind force on an impurity

**The argument under comment.** The submitted argument concerns an impurity in a current-carrying metal wire. An electron in a Bloch state of wavenumber $k$ is reflected into the state $-k$. Its crystal momentum falls by $2\hbar k$, momentum is conserved, and so the impurity receives $2\hbar k$. If electrons arrive from one side at an excess rate $\Gamma$ and are reflected with probability $R$, the force would be $2\hbar k\,\Gamma R$, along the electron flow.

Two points need examination. Crystal momentum is defined only up to multiples of $\hbar G$, with $G=2\pi/a$ and $a$ the lattice spacing, so "falls by $2\hbar k$" is not a unique statement. Also, the electron is in contact with two bodies, the impurity and the host ions, and conservation alone does not say how they share the momentum. The force has to be calculated from its definition.

**Setting.** I keep the argument's own assumptions: one dimension, independent electrons, rigid host. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\partial_x^2+V(x)+U(x-X),$$

where $V$ has period $a$ and is mirror symmetric about each ion, and $U$ is a localized even potential carried by an impurity held at $X$. The electrons are in the lowest band with $0<k<\pi/a$, where the velocity is positive. Positive forces point along the electron flow.

Let $\psi_k=e^{ikx}u_k(x)$ have mean density 1. Differentiating the energy expectation value of the equation for $u_k$ with respect to $k$ gives $dE/dk=\hbar\langle p\rangle/m$. Hence $\langle p\rangle=mv_g$, with $v_g$ the group velocity. The current $(\hbar/m)\,\mathrm{Im}(\psi_k^*\psi_k')$ is independent of $x$ and equals $v_g$. With $W(f,g)=fg'-f'g$ this reads

$$W(\psi_k^*,\psi_k)=2i\,\mathrm{Im}(\psi_k^*\psi_k')=\frac{2imv_g}{\hbar}. \tag{1}$$

An electron from the left is described by $\psi_L=\psi_k+r\psi_k^*$ on the left of the impurity and $t\psi_k$ on the right. One from the right is $\psi_R=\psi_k^*+r'\psi_k$ on the right and $t'\psi_k^*$ on the left.

**The force from its definition.** The force on the impurity is $-\langle\partial H/\partial X\rangle$. Only $U$ depends on $X$, so

$$F_L=-\int|\psi_L|^2\,\partial_XU\,dx. \tag{2}$$

The force on the host comes from a different integrand, $|\psi_L|^2V'$, and the submitted argument never separates the two.

To evaluate (2), differentiate $(H-E)\psi_L=0$ with respect to $X$ at fixed energy and fixed incoming wave:

$$(H-E)\,\partial_X\psi_L=-(\partial_XU)\,\psi_L .$$

Multiply by $\psi_L^*$ and integrate between points on either side of the impurity. The right side becomes $F_L$. On the left, subtract $[(H-E)\psi_L]^*\partial_X\psi_L=0$; the potentials cancel and the kinetic terms form a total derivative:

$$F_L=-\frac{\hbar^2}{2m}\Big[W(\psi_L^*,\partial_X\psi_L)\Big]_{\rm left}^{\rm right}.$$

On the right, $\partial_X\psi_L=(\partial_Xt)\psi_k$, and (1) gives $W=t^*\partial_Xt\,(2imv_g/\hbar)$. On the left, $\partial_X\psi_L=(\partial_Xr)\psi_k^*$. The part of $\psi_L^*$ equal to $\psi_k^*$ contributes nothing, and the part $r^*\psi_k$ gives $-r^*\partial_Xr\,(2imv_g/\hbar)$. Therefore

$$F_L=-i\hbar v_g\,(r^*\partial_Xr+t^*\partial_Xt).$$

The incoming flux is $v_g$, so division by $v_g$ gives the impulse per arriving electron. Write $r=\sqrt R\,e^{i\rho}$ and $t=\sqrt T\,e^{i\tau}$. The real part of the bracket is $\tfrac12\partial_X(R+T)=0$, which leaves

$$p_L=\hbar\,(R\,\partial_X\rho+T\,\partial_X\tau). \tag{3}$$

For electrons from the right, compare $W(\psi_L,\psi_R)$ on the two sides. It is constant because both functions solve the same equation. It equals $t'W(\psi_k,\psi_k^*)$ on the left and $tW(\psi_k,\psi_k^*)$ on the right, so $t'=t$, and $|r'|^2=1-T=R$. With $r'=\sqrt R\,e^{i\rho'}$, the same derivation gives $p_R=\hbar(R\,\partial_X\rho'+T\,\partial_X\tau)$.

Let $f_L$ and $f_R$ be the occupations of the two sets of states. With both spins, the force from these scattering states is $(2/h)\int dE\,(f_Lp_L+f_Rp_R)$, and

$$f_Lp_L+f_Rp_R=\tfrac12(f_L+f_R)(p_L+p_R)+\tfrac12(f_L-f_R)(p_L-p_R).$$

If the chemical potentials are shifted by $\pm\Delta\mu/2$, the first term has no change linear in $\Delta\mu$; it is the force present without current. The second is the wind force. With $\Gamma=2\Delta\mu/h$, in linear response and at low temperature,

$$F=\hbar\,\Gamma RQ,\qquad Q=\tfrac12\,\partial_X(\rho-\rho'). \tag{4}$$

An unequal division of $\Delta\mu$ would in general add a linear piece from the first term; at a mirror-symmetric site $p_L+p_R=0$ and there is none.

In free space, shifting the impurity gives $r\propto e^{2ikX}$ and $r'\propto e^{-2ikX}$, so $Q=2k$. There the submitted formula is right. With a host, $\hbar Q$ takes the place of $2\hbar k$.

**What survives of the crystal momentum.** One more relation is needed. The Wronskian $W(\psi_R^*,\psi_L)$ is also constant. On the left it is $t^*r\,W(\psi_k,\psi_k^*)$; on the right it is $-r'^*t\,W(\psi_k,\psi_k^*)$. Equating them gives $t^*r=-t\,r'^*$, hence $\rho+\rho'=2\tau+\pi$ up to multiples of $2\pi$, and

$$Q=\partial_X(\rho-\tau). \tag{5}$$

Now move the impurity by one lattice spacing. The new solution is $e^{ika}\psi_L(x-a)$, where the prefactor restores the incoming amplitude. Since $\psi_k^*(x-a)=e^{ika}\psi_k^*(x)$, the reflected amplitude becomes $r\,e^{2ika}$, while $t$ is unchanged. The phase $\rho-\tau$ thus grows by $2ka$ plus an integer multiple of $2\pi$, and

$$\frac1a\int_0^aQ\,dX=2k+nG. \tag{6}$$

This requires that $r$ vanish at no site in the cell, since otherwise its phase is undefined there. Crystal momentum conservation therefore fixes an average over impurity positions, up to $nG$. It does not fix the force at a given site. Nor does it fix the work done over one cell, because that involves $\int RQ\,dX$ and $R$ varies with $X$.

**A point impurity.** Take $U=g\,\delta(x-X)$. Since $\psi_k$ solves the host equation and $\psi_L$ the full one,

$$\frac{d}{dx}W(\psi_k,\psi_L)=\frac{2m}{\hbar^2}\,\psi_kU\psi_L .$$

Integrate across the impurity. On the right $W(\psi_k,t\psi_k)=0$, and on the left $W=rW(\psi_k,\psi_k^*)=-2imv_gr/\hbar$, so

$$r=-\frac{i}{\hbar v_g}\int\psi_kU\psi_L\,dx. \tag{7}$$

For the delta function, continuity gives $\psi_L(X)=t\psi_k(X)$. Then $r/t=-(ig/\hbar v_g)\,\psi_k(X)^2$, and (5) says that $Q$ is twice the gradient of the phase $\theta$ of $\psi_k$. Because $v_g=(\hbar/m)|\psi_k|^2\theta'$,

$$\hbar Q=\frac{2mv_g}{|\psi_k(X)|^2}. \tag{8}$$

This holds for any strength and either sign of $g$. A point impurity is pushed downstream, even near the top of the band where the effective mass is negative. The impulse per reflection is largest where the electron density is smallest, since a fixed current must there flow faster.

**An extended impurity.** For a weak impurity, replace $\psi_L$ by $\psi_k$ in (7) and neglect $\partial_X\tau$, which is of first order in $U$. Expand $\psi_k^2=\sum_nC_ne^{iq_nx}$ with $q_n=2k+nG$. The $C_n$ are real because the host is symmetric. For a Gaussian $U$ of area $g$ and standard deviation $s$,

$$r\propto\sum_nA_ne^{iq_nX},\qquad A_n=C_ne^{-q_n^2s^2/2},$$

$$Q=\mathrm{Re}\,\frac{\sum_nq_nA_ne^{iq_nX}}{\sum_nA_ne^{iq_nX}}. \tag{9}$$

The reflection amplitude is a superposition of terms whose momentum transfers differ by multiples of $\hbar G$, weighted by the host wave (through $C_n$) and by the shape of the impurity. A smooth impurity selects the smallest $|q_n|$, provided it is weak in a strict sense: reflection of second order in $U$ must be small compared with the first-order amplitude, which itself falls rapidly as $s$ grows. A small $R$ alone does not ensure this. For $k<\pi/2a$ the selected momentum is $2k$, and the push is downstream. For $k>\pi/2a$ it is $2k-G<0$, and the push is upstream. In this smooth limit the force does equal a crystal momentum loss, but with a definite reciprocal lattice vector that the submitted argument has no means of choosing.

A strong attractive well also receives an upstream impulse, and here the motion can be followed semiclassically. Let a smooth attractive well be deeper than the distance from the electron's energy to the band top, and let transitions to the next band be negligible. The well pulls an approaching electron forward, so $k$ rises through $\pi/a$. There the velocity changes sign, and the electron leaves to the left with wavenumber $G-k$, equivalent to $-k$. It has gained $\hbar(G-2k)$ from the well, so the impurity has been pulled upstream by that amount. A smooth repulsive barrier higher than the electron's energy above the band bottom acts differently: it lowers $k$ through zero to $-k$ and receives $2\hbar k$ downstream, for any $k$ in the range considered. The rule that selects the smallest $|q_n|$ is therefore restricted to weak impurities.

For a weak impurity, the change from the downstream push of a sharp potential to the upstream push of a smooth one can be followed near the gap, where $\psi_k\approx\alpha e^{ikx}+\beta e^{i(k-G)x}$. For attractive ions at $x=0,a,\dots$ the lower band piles charge on the ions, so $\alpha>\beta>0$. At the midpoint $X=a/2$ the successive terms of $r$ alternate in sign:

$$r\propto\alpha^2e^{-q_0^2s^2/2}-2\alpha\beta e^{-q_{-1}^2s^2/2}+\beta^2e^{-q_{-2}^2s^2/2}.$$

At $s=0$ this is $(\alpha-\beta)^2>0$. For $k>\pi/2a$ and large $s$ the middle term survives and the sum is negative. At some width $r$ vanishes at the midpoint, and there $n$ in (6) can change from 0 to $-1$.

**The host's share.** Consider a long wave packet arriving from the left. Before the collision its mean momentum is $mv_g$; afterwards it is $(T-R)mv_g$. The total given to impurity and host is $(1-T+R)mv_g=2Rmv_g$. At a mirror-symmetric site $p_R=-p_L$, so the impurity's part is $p_L=\hbar RQ$. Per reflected electron the host receives

$$2mv_g-\hbar Q. \tag{10}$$

Three quantities are thus distinct: $2\hbar k$, the total $2mv_g$, and the impurity's $\hbar Q$.

**A numerical case.** Take $a=0.25$ nm, $V=-V_0\cos Gx$ with $V_0=4$ eV, and $k=0.85\,\pi/a=10.68$ nm$^{-1}$. Then $2k=21.36$ nm$^{-1}$ and $2k-G=-3.77$ nm$^{-1}$. Diagonalization in plane waves puts this state 0.56 eV below the band top, with $2mv_g/\hbar=13.19$ nm$^{-1}$. Two repulsive Gaussians of equal area, 0.2 eV nm, are placed midway between ions. The Schrödinger equation was integrated numerically for each, without the weak-impurity approximation.

| | sharp | wide |
|---|---|---|
| $s$ (nm) | 0.01 | 0.12 |
| $R$ | 0.00778 | 0.0455 |
| $Q$ (nm$^{-1}$) | 61.2 | −6.62 |
| host share$/\hbar$ (nm$^{-1}$) | −48.0 | 19.8 |
| cell mean of $Q$ (nm$^{-1}$) | 21.36 | −3.77 |

The electron state and the impurity site are the same in both columns, yet the forces are opposite. The sharp impurity receives more than the whole momentum lost, and the host recoils upstream. The density at the midpoint is 0.2335 of its mean, so (8) gives $13.19/0.2335=56.5$ nm$^{-1}$ for a point; the finite width raises this by 8%.

Over the cell, $Q$ of the wide impurity runs from −6.62 to −1.48 nm$^{-1}$, upstream throughout. In the smooth limit it would equal $2k-G=-3.77$ nm$^{-1}$ at every site; at this width that limit is not yet reached. The denominator of (9), the weak-impurity amplitude, vanishes at the midpoint for $s=0.036$ nm; at the area used here the full $r$ vanishes there for $s=0.040$ nm. The full solution has $n=0$ at 0.8 times this width and $n=-1$ at 1.25 times.

The sharing was also followed in time for the wide impurity, by split-step Fourier propagation of a packet centred on the same $k$ with a spread of 0.125 nm$^{-1}$. In units of $\hbar$, the electron lost 0.6045 nm$^{-1}$; the impurity received −0.3018 and the host 0.9063 nm$^{-1}$. The two impulses add up to the loss.

**Size of the force.** At $j=1$ MA/cm$^2=10^{-8}$ A/nm$^2$, with one channel per $a^2$ of cross-section, the current is $I=10^{-8}\times0.0625$ A $=0.625$ nA. The transmitted rate is $\Gamma T=I/e$, so $\Gamma=I/[e(1-R)]$, which is $3.93\times10^9$ s$^{-1}$ for the sharp and $4.09\times10^9$ s$^{-1}$ for the wide impurity. Then $\hbar\Gamma=2.59$ and $2.69$ µeV, and

$$F_{\rm sharp}=2.59\times0.00778\times61.2=1.23\ \text{µeV/nm},$$

$$F_{\rm wide}=2.69\times0.0455\times(-6.62)=-0.81\ \text{µeV/nm},$$

or $2.0\times10^{-16}$ N and $-1.3\times10^{-16}$ N. At the same fixed current density the submitted formula gives 0.43 and 2.61 µeV/nm: too small by a factor of nearly three in the first case, and of the wrong sign in the second. The bias $\Delta\mu$ is about 8 µeV, far below $k_BT=0.032$ eV at 373 K, so linear response applies. Thermal averaging changes $RQ$ of the wide impurity at the midpoint by only about 0.3%.

**Bearing on interconnects.** The spacing, current density and temperature are roughly those of a copper line in service. The impurity potentials are not fitted to any atom, and the sharp one, 8 eV high and 0.01 nm wide, is far from atomic. With a rough resistivity of 2 µΩ cm the field is 2 V/cm. It pulls a unit positive charge upstream with 0.2 µeV/nm, a quarter of the wide impurity's wind force; narrow lines have higher resistivity and a proportionally larger field. The restriction to one dimension also matters. For a planar defect with free transverse motion, the number of channels per interval of transverse energy is constant. At equal bias per channel one therefore averages $RQ$ uniformly over longitudinal energies from the band bottom to the Fermi energy. For the wide impurity at the midpoint this turns $-0.30$ into $+0.74$ nm$^{-1}$: lower longitudinal energy means smaller $k$. $RQ$ changes sign at $k=0.66\,\pi/a$, where $r$ passes through zero, and nearly all of the positive average (about 0.73 nm$^{-1}$) comes from $k<0.5\,\pi/a$, where slow electrons are reflected strongly and push downstream. The upstream push of a single channel thus does not survive this average. The model does not predict the drift direction in copper, where atoms are in fact found to move with the electrons. Screening, lattice relaxation and the real Fermi surface would all have to be included.

**Recommendation.** The step from crystal momentum loss to force should be replaced by (2) or (4). The rules that follow hold for a single channel in one dimension, not for a sum over the channels of a real metal. The formula $2\hbar k\,\Gamma R$ may be kept for free electrons, and for weak impurities smooth on the lattice scale with $k<\pi/2a$. For such impurities with $k>\pi/2a$, $2k$ must be replaced by $2k-G$. In both cases "weak" has the strict sense given after (9); a small $R$ is not enough. For an atom-sized impurity the site and the shape of the potential have to be specified before even the sign of the force can be stated: in the numerical case a Gaussian of the same area with $s=0.06$ nm has $Q=+4.5$ nm$^{-1}$ on an ion and $-50$ nm$^{-1}$ at the midpoint.
